\section*{Silicon 220 Kikuchi band at 20 keV: width and rotation shift}

\section{Problem}

In electron backscatter diffraction, a beam strikes a crystal and a screen records the angular distribution of the electrons that come back out. A family of lattice planes that scatters strongly enough produces a visible Kikuchi band, here a strip bounded by two nearly straight edges.

For silicon and electrons of kinetic energy $T=20$ keV, find

(a) the angular width $W$ of the 220 band, measured from edge to edge perpendicular to the band;

(b) the angular shift of the band when the lattice turns by $\omega=10^{-4}$ rad, that is $0.1$ mrad, while the screen and the point of emission stay fixed.

The crystal is unstrained. The edges are taken at the geometric Bragg directions of electrons that still have the full 20 keV. Energy loss, refraction at the surface and the dynamical intensity profile of the band are left out. Hartree atomic units are used, so $\hbar=m_e=1$ and the speed of light is $c=137.036$. Angles are given in mrad and screen distances in mm.

\section{A tempting solution}

Bragg's law for the 220 planes gives the glancing angle $\theta=22.37$ mrad. A reflected beam is deflected by $2\theta$. Let the incident beam run along the planes. Reflection from one side of the planes sends electrons $2\theta$ to the right, and reflection from the other side sends them $2\theta$ to the left. The two edges are then separated by
\begin{equation}
W_{\text{wrong}}=4\theta=89.5\ \text{mrad}.
\end{equation}
For the shift, the planes act as a mirror. When a mirror turns by $\omega$ under a fixed incident beam, the reflected beam turns by $2\omega$, so
\begin{equation}
\delta_{\text{wrong}}=2\omega=0.2\ \text{mrad}.
\end{equation}

\section{Where it fails}

The value of $\theta$ is right and is derived below. The fault is the fixed incident beam, and it spoils both answers.

Let $\mathbf n$ be the unit normal of the planes, $g$ the length of the reciprocal lattice vector $g\mathbf n$, and $k\mathbf s$ the wave vector of an electron travelling along the unit vector $\mathbf s$. Elastic scattering by $-g\mathbf n$ must preserve the length of the wave vector. If the electron runs along the planes, $\mathbf s\cdot\mathbf n=0$ and
\begin{equation}
|k\mathbf s-g\mathbf n|^2=k^2+g^2\neq k^2 .
\end{equation}
Such an electron does not satisfy the Bragg condition, so the deflections to right and left cannot both start from the middle of the band.

The mirror argument fails in a related way. Suppose a fixed ray meets the planes at the Bragg angle $\theta$. After the planes turn by $\omega$ about an axis perpendicular to the plane of reflection, the ray meets them at $\theta+\omega$ or $\theta-\omega$. It no longer satisfies the condition that defines the edge. This statement belongs to the geometric model, in which the Bragg condition is sharp. In real silicon at 20 keV the 220 reflection stays strong within about 5 mrad of $\theta$, so such a ray would still diffract, but it would no longer mark the position of the edge.

The electrons that form the band have first been scattered diffusely inside the crystal. The geometric model treats them as coming from a source that emits in all directions near the band. The crystal selects from these the directions that satisfy Bragg's condition, and the direction of the primary beam does not enter. When the crystal turns, other electrons from the diffuse source take over the role of the old ones, and the selected directions turn with the crystal.

\section{The band width}

\subsection{Wave number}

The relativistic energy relation, with momentum $p=k$ because $\hbar=1$, is
\begin{equation}
(T+c^2)^2=k^2c^2+c^4 .
\end{equation}
Expanding the left side and cancelling $c^4$ gives $T^2+2Tc^2=k^2c^2$. Division by $c^2$ then yields
\begin{equation}
k=\sqrt{2T\left(1+\frac{T}{2c^2}\right)} .
\end{equation}
With $T=734.986$ hartree the bracket is $1.019570$, so
\begin{equation}
k=\sqrt{2\times734.986\times1.019570}=38.714\ \text{bohr}^{-1}.
\end{equation}
Integrating $dp=dT/v$ from rest, with the relativistic speed $v$, gives the same value.

\subsection{Plane spacing and the first allowed order}

For a cubic lattice parameter $a=10.2631$ bohr,
\begin{equation}
d=\frac{a}{\sqrt{2^2+2^2+0^2}}=\frac{a}{\sqrt8}=3.6286\ \text{bohr},
\qquad
g=\frac{2\pi}{d}=1.7316\ \text{bohr}^{-1}.
\end{equation}
The 110 reflection has the same normal and half this $g$, so it must be asked why it does not give a narrower band. The diamond structure is a face-centred cubic lattice with a second atom displaced by $a(\tfrac14,\tfrac14,\tfrac14)$. For indices $h_1h_2h_3$, the sum of the phase factors over the eight atoms of the cubic cell is
\begin{equation}
S=\left[1+e^{i\pi(h_2+h_3)}+e^{i\pi(h_1+h_3)}+e^{i\pi(h_1+h_2)}\right]
\left[1+e^{i\pi(h_1+h_2+h_3)/2}\right].
\end{equation}
For 110 the first bracket is $1-1-1+1=0$. For 220 the brackets are $4$ and $1+e^{2\pi i}=2$, so $S=8$ and all atoms scatter in phase. The first allowed order along this normal is therefore 220.

\subsection{The two edges}

For an electron that does satisfy the elastic condition,
\begin{align}
|k\mathbf s-g\mathbf n|^2&=k^2,\\
k^2-2kg\,\mathbf s\cdot\mathbf n+g^2&=k^2,\\
\mathbf s\cdot\mathbf n&=\frac{g}{2k}\equiv\sin\theta .
\end{align}
The opposite reciprocal vector, $-g\mathbf n$ in place of $g\mathbf n$, gives $\mathbf s\cdot\mathbf n=-\sin\theta$. Each condition describes a cone around the plane normal. Because $\theta$ is small, the cones are nearly flat, and their traces on a screen look almost straight.

Choose a unit vector $\mathbf r$ in the central plane of the band, so that $\mathbf r\cdot\mathbf n=0$, and cross the band along the arc
\begin{equation}
\mathbf s(\phi)=\mathbf r\cos\phi+\mathbf n\sin\phi .
\end{equation}
Here $\mathbf s\cdot\mathbf n=\sin\phi$, so the edges lie at $\phi=\pm\theta$ and
\begin{equation}
W=2\theta=2\arcsin\frac{g}{2k}.
\end{equation}
The numbers are
\begin{equation}
\sin\theta=\frac{1.7316}{2\times38.714}=0.022364,\qquad
\theta=22.366\ \text{mrad},
\end{equation}
\begin{equation}
W=44.73\ \text{mrad}=2.563^\circ .
\end{equation}
As a check, the intensity was computed from an explicit sum over the atoms of a small silicon block. For glancing angles between 6 and 30 mrad it has its maximum at the same $\theta$, and at the 110 angle it vanishes to within rounding error.

The deflection by $2\theta$ in the tempting solution is real, but it leads from one edge to the other. An electron on the positive edge leaves along $\mathbf s'=\mathbf s-(g/k)\mathbf n$, and
\begin{equation}
\mathbf s'\cdot\mathbf n=\sin\theta-2\sin\theta=-\sin\theta ,
\end{equation}
which is the negative edge. The band width is one deflection, not two.

The nonrelativistic wave number $\sqrt{2T}$ would give $45.17$ mrad, about 1\% too wide. That error of $0.44$ mrad is more than four times the rotation in part (b), although it affects the width and not the position of the band centre.

\section{The shift}

\subsection{General result}

A rotation angle alone does not fix the answer; the axis is needed too. Let the lattice turn by $\omega$ about the unit vector $\mathbf u$ in the right-handed sense. To first order the plane normal becomes
\begin{equation}
\mathbf n'=\mathbf n+\omega\,\mathbf u\times\mathbf n .
\end{equation}
Near $\mathbf r$, write the new band centre as $\mathbf r+\delta\,\mathbf n$, with $\delta$ positive along $\mathbf n$. Its length differs from one in second order only, so $\delta$ is the angular shift. The new centre must lie in the turned plane:
\begin{align}
0&=(\mathbf r+\delta\,\mathbf n)\cdot(\mathbf n+\omega\,\mathbf u\times\mathbf n)\\
&=\mathbf r\cdot\mathbf n+\omega\,\mathbf r\cdot(\mathbf u\times\mathbf n)+\delta
+\delta\omega\,\mathbf n\cdot(\mathbf u\times\mathbf n).
\end{align}
The first term vanishes because $\mathbf r$ lies in the original plane, and the last because $\mathbf u\times\mathbf n$ is perpendicular to $\mathbf n$. Cyclic exchange gives $\mathbf r\cdot(\mathbf u\times\mathbf n)=\mathbf u\cdot(\mathbf n\times\mathbf r)=-\mathbf u\cdot(\mathbf r\times\mathbf n)$. Hence
\begin{equation}
\delta=\omega\,\mathbf u\cdot\mathbf t,\qquad \mathbf t=\mathbf r\times\mathbf n .
\end{equation}
Since $\mathbf u$ and $\mathbf t$ are unit vectors, $|\delta|\le\omega$ at this order. The largest shift occurs for $\mathbf u=\pm\mathbf t$, an axis that lies in the reflecting plane and is perpendicular to the viewing direction:
\begin{equation}
|\delta|_{\max}=\omega=0.1\ \text{mrad}=0.0057^\circ .
\end{equation}

Both edges move together. On the arc $\mathbf s(\phi)$, the relations $\mathbf r\cdot\mathbf n'=-\delta$ and $\mathbf n\cdot\mathbf n'=1$ hold to first order, so the edge condition becomes
\begin{equation}
\sin\phi-\delta\cos\phi=\pm\sin\theta .
\end{equation}
The left side is $\sin(\phi-\delta)$ to first order, which gives $\phi=\delta\pm\theta$. The band moves by $\delta$ and keeps its width. With full rotation matrices, the largest width change among the tabulated cases is $2\times10^{-7}$ mrad, a second-order effect.

\subsection{Different axes and different places on the band}

Take $\mathbf n$ along $[110]$ and $\mathbf r$ along $[001]$. Then $\mathbf t=(-1,1,0)/\sqrt2$. For rotation about $[010]$, $\mathbf u\cdot\mathbf t=1/\sqrt2$ and the shift is $0.0707$ mrad.

At an angle $\chi$ along the band the viewing direction is $\mathbf r_\chi=\mathbf r\cos\chi+\mathbf t\sin\chi$. Because $\mathbf t\times\mathbf n=(\mathbf r\times\mathbf n)\times\mathbf n=-\mathbf r$,
\begin{equation}
\mathbf r_\chi\times\mathbf n=\mathbf t\cos\chi-\mathbf r\sin\chi .
\end{equation}
Three axes show what this means:
\begin{itemize}
\item For $\mathbf u=\mathbf t$, $\delta=\omega\cos\chi$. At $\chi=30^\circ$ the shift is $0.0866$ mrad.
\item For $\mathbf u=\mathbf r$, $\delta=-\omega\sin\chi$. The band pivots about $\mathbf r$, where the shift is zero.
\item For $\mathbf u=\mathbf n$, $\delta=0$ all along the band, which slides along itself.
\end{itemize}
One band therefore cannot reveal a rotation about its own normal. A second band with a different normal can, because that rotation then has a component in the second reflecting plane. The second band pivots about the direction of that component, where its shift is zero, and moves elsewhere.

\section{Reading the numbers}

The largest shift is $0.1/44.73=0.0022$ of the band width. The tempting solution doubles both quantities and leaves this ratio unchanged, so the ratio cannot expose its error.

Take a model screen perpendicular to $\mathbf r$ at $L=15$ mm, with pixels of $0.020$ mm. An angle $\phi$ from $\mathbf r$ along the arc appears at $L\tan\phi$. At the foot of the screen normal, where $\mathbf r$ meets the screen, the band width is
\begin{equation}
2L\tan\theta=0.671\ \text{mm},
\end{equation}
or $33.6$ pixels. At a distance $x$ along the band the edges follow hyperbolas and the width is $2\sqrt{L^2+x^2}\,\tan\theta$, which is $0.949$ mm at $x=15$ mm. For $\mathbf u=\mathbf t$ the central trace moves by
\begin{equation}
L\tan\omega=0.0015\ \text{mm},
\end{equation}
or $0.075$ pixel. Detecting the rotation thus requires locating the pattern to well below one pixel. It also requires control of the emission point: if that point moves by $0.0015$ mm parallel to the screen along $\mathbf n$, the trace moves just as far with no lattice rotation at all.

A strain of the same size that changes the plane spacing is harder to see in the width. From $\sin\theta=\pi/(kd)$, a fractional increase $\varepsilon$ of $d$ at fixed $k$ gives $\cos\theta\,\Delta\theta=-\varepsilon\sin\theta$ to first order, and therefore
\begin{equation}
\Delta W=2\Delta\theta=-2\varepsilon\tan\theta .
\end{equation}
For $\varepsilon=10^{-4}$ this is $-0.0045$ mrad, about 22 times smaller than the largest rotation shift. A shear behaves differently: a strain tensor with component $10^{-4}$ between $\mathbf r$ and $\mathbf n$ tilts the planes and shifts the band at $\mathbf r$ by $0.1$ mrad, with no first-order change of width, so at that point it looks the same as the rotation. Since $\theta$ depends on the product $kd$, a fractional increase of $k$ by $10^{-4}$ would change the width equally. Energy loss lowers $k$ and widens the band, so the quoted width belongs to 20 keV electrons and not to the whole backscattered spectrum: a loss of 100 eV adds $0.11$ mrad and a loss of 500 eV adds $0.58$ mrad. A mean inner potential of 12 to 13 eV narrows the width inside the crystal by about $0.014$ mrad, and dynamical diffraction spreads each edge over roughly $\theta\pm5$ mrad. The four digits of $44.73$ mrad therefore belong to the geometric model, not to a measured pattern.

The numerical output below lists the values for each rotation axis and for the screen.

\section*{Values computed for the example and the checks}
\begin{verbatim}
beam energy: 20.0 keV
kinetic energy T: 734.986 hartree
speed of light c: 137.036 a.u.
relativistic factor 1+T/(2c^2): 1.019570
wave number k: 38.7136 1/bohr
k from integral of dT/v: 38.7136 1/bohr
wavelength: 0.16230 bohr
lattice parameter a: 10.2631 bohr
220 plane spacing d: 3.6286 bohr
reciprocal length g: 1.7316 1/bohr
sin(theta) = g/(2k): 0.022364
Bragg angle theta: 22.366 mrad
theta from atom sum: 22.366 mrad
relative 110 intensity: 2.1e-32
BAND WIDTH: 44.73 mrad
BAND WIDTH converted: 2.563 deg
nonrelativistic width: 45.17 mrad
lattice rotation: 0.1000 mrad
shift, axis t = r x n: 0.10000 mrad
shift, axis n: 0.00000 mrad
shift, axis r: 0.00000 mrad
shift, axis [010]: 0.07071 mrad
shift, axis t, 30 deg along band: 0.08660 mrad
shift, oblique axis: -0.08989 mrad
LARGEST SHIFT converted: 0.00573 deg
largest shift / width: 0.00224
largest width change by rotation: 2.2e-07 mrad
width change, strain 1e-4: -0.00447 mrad
largest shift / strain change: 22.35
screen distance: 15.0 mm
pixel size: 0.020 mm
screen band width: 0.6711 mm
screen band width: 33.55 pixels
screen central-trace shift: 0.001500 mm
screen edge-midpoint shift: 0.001501 mm
screen central-trace shift: 0.0750 pixels
\end{verbatim}
